# Half-cycle mass gains in steady trimethylaluminium and ethylene glycol growth

## The problem

A film is grown by alternating two vapours. The first is trimethylaluminium, Al(CH₃)₃, called TMA below. The second is ethylene glycol, HO–CH₂CH₂–OH. The bonding reaction is the same in both half-cycles: an OH group meets a methyl group on aluminium, an Al–O bond forms, and one methane molecule leaves:

$$\mathrm{Al{-}CH_3 + HO{-}R \;\rightarrow\; Al{-}O{-}R + CH_4}.$$

The film is weighed after each half-cycle, once the purge has removed everything that is not bonded. The following is given.

- All surface OH groups react in the TMA half-cycle.
- All methyl groups left on the surface react in the glycol half-cycle.
- Each glycol bonds once in its own half-cycle, so that its other end remains as a surface OH group.
- Growth is steady: the number of surface OH groups is the same at the start of every cycle.

Find the ratio $R$ of the mass gained in the TMA half-cycle to the mass gained in the glycol half-cycle.

The words "bonds once" refer to the glycol's own half-cycle. Its free end bonds to aluminium in the next TMA half-cycle. If that end never reacted, there would be nothing for the next TMA to bond to.

The molar masses are $M_T=72.087$ g/mol for TMA, $M_G=62.068$ g/mol for glycol and $M_M=16.043$ g/mol for methane.

## A tempting solution

A TMA molecule arrives at an OH group, bonds to it and releases one methane. The gain per aluminium atom is

$$M_T-M_M=72.087-16.043=56.044\ \text{g/mol}.$$

Two methyl groups remain. Each binds one glycol and releases one methane, so the glycol half-cycle gains

$$2(M_G-M_M)=2\times 46.025=92.050\ \text{g/mol}.$$

The ratio is therefore $56.044/92.050\approx 0.61$.

## Where it fails

Each reaction in this argument is possible, and the masses are added correctly. The fault appears when the OH groups are counted over a whole cycle. One OH group was consumed by the TMA. Two glycols were then bound, and each left a new OH group. The surface ends the cycle with twice as many OH groups as it had at the start. After ten such cycles the number would have grown by a factor $2^{10}=1024$. A sparsely covered surface has room for some doublings, but no surface of fixed area can hold doubling without end.

The solution has thus used three of the four given conditions and broken the fourth. The number of OH groups that a TMA molecule consumes was taken to be one, but it is not free to be chosen: steadiness fixes its mean value.

## The right solution

Let $N$ be the number of surface OH groups at the start of a cycle and $A$ the number of TMA molecules that become bound. Define

$$x=\frac{N}{A},$$

the mean number of OH groups consumed per TMA. A single molecule consumes one, two or three, but the mean need not be an integer.

**TMA half-cycle.** All $N$ OH groups react, and each reaction releases one methane. The film gains $A$ TMA molecules and loses $N$ methane molecules. Dividing by $A$ gives the gain per aluminium atom,

$$m_T=M_T-xM_M .$$

The bound TMA brought $3A$ methyl groups, of which $N$ were used. There remain $3A-N$, or $3-x$ per aluminium atom.

**Glycol half-cycle.** Each remaining methyl group binds one glycol and releases one methane, so

$$m_G=(3-x)(M_G-M_M).$$

Each glycol leaves one free OH end. The new number of OH groups is

$$N'=3A-N=A(3-x).$$

**Steadiness.** Since $N=Ax$, the OH number changes over the cycle by the factor

$$\frac{N'}{N}=\frac{3-x}{x}.$$

Setting this factor equal to one gives $3-x=x$, hence

$$x=\frac32 .$$

**The ratio.** With this value, $3-x$ is also $3/2$, and

$$R=\frac{m_T}{m_G}=\frac{M_T-\tfrac32M_M}{\tfrac32\,(M_G-M_M)} .$$

The two gains are

$$m_T=72.087-1.5\times16.043=48.023\ \text{g/mol},$$

$$m_G=1.5\times46.025=69.038\ \text{g/mol},$$

where the exact products give 48.0225 and 69.0375, both rounded up here in the last digit. Therefore

$$R=\frac{48.023}{69.038}\approx0.70 .$$

The order matters: the ratio of glycol gain to TMA gain is about 1.44.

**A check by composition.** In the finished film every aluminium atom has three bonds to oxygen, and every glycol unit has two oxygen ends. There are then $3/2$ glycol units per aluminium atom, and the repeat unit is Al(OC₂H₄O)₁.₅, with a mass of 117.060 g/mol. The two gains add up to the same number. This confirms the total but not its division between the half-cycles, which depends on how many of the three methane molecules leave in each. Steady growth with single bonding sends half of them out in each half-cycle.

## Does the surface find the steady state?

The value $x=3/2$ is required by steadiness, but nothing so far shows that a surface will become steady. A reason can be given if $x$ depends on crowding. Let $\theta$ be the fraction of surface sites that carry an OH group. Where OH groups are sparse, a TMA molecule finds one within reach and $x$ is near 1. Where they are dense, it finds several and $x$ is larger. The coverage after one cycle is

$$\theta'=\theta\left(\frac{3}{x(\theta)}-1\right).$$

Its derivative with respect to $\theta$ is

$$\frac{d\theta'}{d\theta}=\frac3x-1-\frac{3\theta}{x^2}\frac{dx}{d\theta}.$$

At the steady point $x=3/2$, the first two terms give 1 and $3/x^2=4/3$, so

$$\frac{d\theta'}{d\theta}=1-\frac43\,\theta\,\frac{dx}{d\theta}.$$

A small deviation shrinks from cycle to cycle if this number lies between $-1$ and $1$, that is, if $0<\theta\,dx/d\theta<3/2$. The coverage must raise $x$, but not too steeply.

A lattice simulation on a square grid of 120 by 120 sites shows one case inside this window. Each TMA landed on an OH group and also reacted with up to two OH groups on neighbouring sites. The new OH groups were then placed at random. Starting coverages of 0.05 and 0.60 both led to a mean coverage of 0.26, with $x=1.500$ and $R=0.696$ over the last 50 of 80 cycles. The coverage of 0.26 belongs to this lattice rule. Near that coverage $\theta\,dx/d\theta$ is about 0.4, so a deviation shrinks to about 0.4 of its size in each cycle. The value of $x$ does not belong to the rule, because it follows from counting groups: summed over many cycles, $x$ tends to $3/2$ whenever the OH number neither dies out nor grows without bound, even if it oscillates from cycle to cycle. The sign of settling is therefore the common coverage reached from both starts, not the value of $x$.

Before the steady state is reached, the ratio is different. For any $x$,

$$R(x)=\frac{M_T-xM_M}{(3-x)(M_G-M_M)} .$$

The quotient rule gives a numerator $-M_M(3-x)+(M_T-xM_M)$, in which the terms in $x$ cancel:

$$\frac{dR}{dx}=\frac{M_T-3M_M}{(3-x)^2(M_G-M_M)}>0 ,$$

since $M_T-3M_M$ is about 24 g/mol. The ratio thus rises with $x$. A cycle with $x=1$ doubles the OH number and has $R=0.61$, which is the tempting answer. A cycle with $x=2$ halves the OH number and has $R=0.87$. Both are correct for a single cycle on isolated OH groups or isolated pairs of them, and neither can persist.

## The gains in a film of ordinary thickness

Take a growth of 0.25 nm per cycle and a film density of 1.5 g/cm³. Since 0.25 nm is $2.5\times10^{-8}$ cm, the mass added per cycle is

$$2.5\times10^{-8}\times1.5=3.75\times10^{-8}\ \text{g/cm}^2=37.5\ \text{ng/cm}^2 .$$

The TMA half-cycle supplies the fraction $48.023/117.060$ of this, or 15.4 ng/cm². The glycol half-cycle supplies the other 22.1 ng/cm². Dividing the mass per cycle by the mass of the repeat unit gives the number of aluminium atoms added:

$$\frac{3.75\times10^{-8}}{117.060}\times6.022\times10^{23}=1.93\times10^{14}\ \text{cm}^{-2},$$

or 1.93 per nm². The steady surface carries $3/2$ times as many OH groups after the glycol half-cycle, which is 2.89 per nm².

Thickness and density determine the separate gains but cancel from $R$. So does any constant factor between the true mass and the reading of the balance.

## When the given conditions are relaxed

Four departures can be treated with the same counting. Let $d$ be the fraction of glycols that bond at both ends in their own half-cycle. Let $f$ be the fraction of the remaining methyl groups that are buried unreacted, and $h$ the fraction of OH groups buried in the same way. Finally, let $w$ be the number of TMA molecules, per bound aluminium atom, that are dissolved in the film when it is weighed after the TMA half-cycle and that escape during the glycol half-cycle.

Of the $3-x$ methyl groups left per aluminium atom, $r=(1-f)(3-x)$ react. If $g$ glycols are bound, those bonding once use $g(1-d)$ methyl groups and those bonding twice use $2gd$. Together they use $g(1+d)$, so

$$g=\frac{r}{1+d}.$$

The glycols that bond once leave $g(1-d)$ OH groups, of which the fraction $1-h$ reacts with the next TMA. In steady growth this number is again $x$:

$$x=(1-h)(1-d)\,g=q\,(3-x),\qquad q=\frac{(1-h)(1-f)(1-d)}{1+d}.$$

Collecting the terms in $x$ gives $x(1+q)=3q$, and so

$$x=\frac{3q}{1+q}.$$

The gains are

$$m_T=M_T-xM_M+wM_T,\qquad m_G=gM_G-rM_M-wM_T .$$

**Double bonding alone.** With $f=h=w=0$, $q=(1-d)/(1+d)$ and $1+q=2/(1+d)$. Hence

$$x=\frac32(1-d),\qquad r=3-x=\frac32(1+d),\qquad g=\frac{r}{1+d}=\frac32 .$$

The number of glycols per aluminium atom does not depend on $d$, so the film composition cannot reveal double bonding. The mass ratio can. Relative to the ideal case, $\tfrac32d$ methane molecules per aluminium atom leave in the glycol half-cycle instead of the TMA half-cycle. The TMA gain rises by $\tfrac32dM_M$ and the glycol gain falls by the same amount. For $d=0.10$ the ratio becomes 0.76.

Double bonding also removes the OH groups on which growth depends. If every bound TMA must consume at least one OH group, then $x\ge1$, and $\tfrac32(1-d)\ge1$ requires

$$d\le\frac13 .$$

The ratio tends to 0.92 at this limit. In the lattice simulation, started at a coverage of 0.30, 681 OH groups were present after 80 cycles with $d=0.28$, and none with $d=0.40$. The limit rests on the condition $x\ge1$. TMA that dissolves in the film, stays there and reacts with glycol consumes no OH group and lifts the limit. With 0.2 such molecules per TMA bound to OH, the condition becomes $x\ge1/1.2$ and the limit $d\le0.44$. Growth can then continue at $d=0.40$, with a ratio of 0.97.

**The four effects compared.** The table keeps the number of aluminium atoms per cycle at 1.93 per nm². The changes are relative to the ideal ratio.

| Departure | TMA gain, ng/cm² | Glycol gain, ng/cm² | $R$ | Change |
|---|---|---|---|---|
| none | 15.4 | 22.1 | 0.70 | – |
| $d=0.10$ | 16.2 | 21.3 | 0.76 | +9 % |
| $f=0.05$ | 15.6 | 21.5 | 0.72 | +4 % |
| $h=0.05$ | 15.6 | 22.7 | 0.69 | −1 % |
| $w=0.05$ | 16.5 | 21.0 | 0.79 | +13 % |
| all four | 17.7 | 20.1 | 0.88 | +27 % |

The simulation was repeated for each of the four departures and for their combination, and its ratios agreed with the formulas to within 0.001.

Buried methyl and buried OH groups give the same $x$, because $f$ and $h$ enter $q$ in the same way. They nevertheless move the ratio in opposite directions. A buried methyl group binds no glycol, so the glycol gain falls. When OH groups are buried, each TMA keeps more methyl groups, and all of these bind glycol. Both gains then rise, the glycol gain by the larger percentage.

Dissolved TMA has the largest single effect in the table because a whole molecule is counted in one half-cycle and subtracted in the next. This holds only for molecules that escape. If dissolved TMA stays and all its methyl groups react with glycol, it belongs in $A$. The counting that gave $x=3/2$ used totals alone, so the ideal ratio is then unchanged.

## Beside the real process

The thickness and density in the example are round values chosen for illustration. The growth per cycle can change with temperature and exposure, so for a real process both values should be measured under its own conditions. Temperature does not appear in the ideal ratio, but it can act through $d$, $f$, $h$ and $w$. The ratio is most sensitive to dissolved TMA that is weighed and then escapes. At an equal level of 0.05, $w$ changes the ratio by +13 %, $d$ and $f$ by about +4 % each, and $h$ by −1 %. The levels of 5 % and 10 % used above are trial values, not measurements. Double bonding stands above buried methyl groups in the table mainly because it was tried at twice the level.

A measured ratio near 0.70 is therefore consistent with single bonding and complete reaction, but does not prove them, since buried OH groups lower the ratio while the other three departures raise it. A ratio clearly above 0.70 does not by itself identify the cause. If dissolved TMA can escape during a longer purge, lengthening the TMA purge should bring its share of the excess down, whereas bonds already formed by glycol at both ends would remain. The comparison requires that the OH number has settled, because a surface still gaining or losing OH groups has a different ratio even when every reaction is ideal.

Values with more digits are listed in the numerical output.

## Numbers as computed

```
Molar mass of TMA: 72.087 g/mol
Molar mass of ethylene glycol: 62.068 g/mol
Molar mass of methane: 16.043 g/mol
Steady OH consumed per TMA, x: 1.500
Glycols per Al: 1.500
TMA half-cycle gain: 48.023 g per mol Al
Glycol half-cycle gain: 69.038 g per mol Al
Sum of gains: 117.060 g per mol Al
Mass of Al(OC2H4O)1.5: 117.060 g/mol
Ratio TMA/glycol: 0.6956
Inverse ratio glycol/TMA: 1.4376
Simulation from OH coverage 0.05: x 1.5001, ratio 0.6956, final mean coverage 0.262
Simulation from OH coverage 0.60: x 1.4997, ratio 0.6955, final mean coverage 0.261
Unsteady cycle with x = 1: OH factor 2.00, ratio 0.6088
Unsteady cycle with x = 2: OH factor 0.50, ratio 0.8691
Example thickness per cycle: 0.25 nm
Example film density: 1.50 g/cm3
Example mass per cycle: 37.50 ng/cm2
Example TMA half-cycle gain: 15.38 ng/cm2
Example glycol half-cycle gain: 22.12 ng/cm2
Example Al added per cycle: 1.93 per nm2
Example surface OH after glycol: 2.89 per nm2
Neglected effects, at the example's Al per cycle:
10% double bonding: x 1.350, glycols per Al 1.500
  gains 16.15 and 21.35 ng/cm2, ratio 0.7568 (simulated 0.7561), change +8.8 %
5% buried methyl: x 1.462, glycols per Al 1.462
  gains 15.58 and 21.55 ng/cm2, ratio 0.7231 (simulated 0.7229), change +4.0 %
5% buried OH: x 1.462, glycols per Al 1.538
  gains 15.58 and 22.68 ng/cm2, ratio 0.6869 (simulated 0.6872), change -1.2 %
5% dissolved TMA: x 1.500, glycols per Al 1.500
  gains 16.54 and 20.96 ng/cm2, ratio 0.7890 (simulated 0.7890), change +13.4 %
all four together: x 1.274, glycols per Al 1.490
  gains 17.70 and 20.05 ng/cm2, ratio 0.8826 (simulated 0.8830), change +26.9 %
Largest double-bonding fraction for steady growth: 0.333
Ratio at that limit: 0.9185
OH groups after 80 cycles at d = 0.28: 681
OH groups after 80 cycles at d = 0.40: 0
```
